# Conjugate Pairs and Coalescence of Transmission Zeros in Molecular Junctions

A molecule is described by a real symmetric one-electron matrix $H$ of size $N\times N$ in an orthonormal site basis. The left lead couples to site $l$ alone and the right lead to site $r\neq l$ alone. Eliminating the leads adds a complex number to each contact energy, so

$$G(E)=(E-H-\Sigma)^{-1},\qquad \Sigma_{ll}=\Sigma_L,\quad \Sigma_{rr}=\Sigma_R,$$

and all other entries of $\Sigma$ vanish. With $\Gamma_{L,R}=-2\,\mathrm{Im}\,\Sigma_{L,R}>0$, the transmission amplitude and probability are

$$t(E)=i\sqrt{\Gamma_L\Gamma_R}\,G_{lr}(E),\qquad T(E)=|t(E)|^2 .$$

The self-energies are taken as finite constants (wide-band leads), which also fixes what $t$ means at complex $E$. Electrons cross the molecule elastically and without a magnetic field until part (g).

## (a) The numerator

**Write $G_{lr}=P/D$ with $D=\det(E-H-\Sigma)$. What can be said about the zeros of $P$?**

The inverse of a matrix is its transposed cofactor matrix divided by its determinant. Hence

$$P(E)=(-1)^{l+r}\det\big[E-H-\Sigma\big]_{\text{row } r,\ \text{column } l\ \text{deleted}} .$$

The entry containing $\Sigma_L$ sits at $(l,l)$ and goes with column $l$. The entry containing $\Sigma_R$ sits at $(r,r)$ and goes with row $r$. The contact energies $H_{ll}$ and $H_{rr}$ disappear with them. What remains contains real numbers and the variable $E$, so $P$ is a polynomial with real coefficients, and

$$P(E^*)=P(E)^* .$$

If $P(z)=0$, then $P(z^*)=0$. The derivatives of $P$ also have real coefficients, so $z$ and $z^*$ have equal multiplicity. Unless $P$ vanishes identically, as it does when no path joins the contacts, its zeros are therefore real or in conjugate pairs.

The argument uses that $H$ is real and that $\Sigma$ sits only on the two contact entries; it does not use that $\Sigma$ is constant. A self-energy on a third site survives the deletion and can make the coefficients complex, as can complex hoppings. It need not do so: in the chain of part (d), a self-energy on site $a$ leaves $P$ unchanged.

## (b) What decides between real and complex zeros?

**Express $P$ through the couplings of the contacts to the rest of the molecule.**

Let $B$ be the block of $H$ on the other $N-2$ sites. Let $u$ and $v$ be the real vectors coupling these sites to $l$ and $r$, and let $h=H_{lr}$. For $E$ not an eigenvalue of $B$, eliminating the other sites leaves the $2\times2$ matrix

$$\begin{pmatrix} a_l-\Sigma_L & -\tau\\ -\tau & a_r-\Sigma_R\end{pmatrix},\qquad \tau=h+u^{T}(E-B)^{-1}v,$$

where $a_l=E-H_{ll}-u^T(E-B)^{-1}u$, and $a_r$ is the same with $r$ and $v$. Call its determinant $d_2$. The off-diagonal element of its inverse is $G_{lr}=\tau/d_2$, while the full determinant is $D=d_2\det(E-B)$. Multiplying,

$$P=\tau\,\det(E-B)=h\det(E-B)+u^{T}\mathrm{adj}(E-B)\,v .$$

Both sides are polynomials, so this holds for all $E$. At a zero of $\tau$ the contributions of the direct hop, if there is one, and of the paths through the other sites add up to zero: destructive interference.

For $h\neq0$, the rule $\det(X+ab^T)=\det X\,(1+b^TX^{-1}a)$ gives

$$P=h\,\det\!\Big(E-B+\frac{v u^{T}}{h}\Big).$$

The $N-2$ zeros are the eigenvalues of $B-vu^T/h$. This matrix is real but in general not symmetric, so complex pairs are allowed. If $v=cu$ with real $c$, it is symmetric and all zeros are real. For $h=0$ and $v=cu\neq0$ the zeros are real too, because $u^T(E-B)^{-1}u$ has a nonzero imaginary part everywhere off the real axis. Complex zeros thus require the two contacts to couple differently to the rest.

Both cases occur: among 200 random six-site real symmetric matrices with $h\geq1$ in the units of the matrix elements, 36 had complex pairs.

## (c) Is every zero of $P$ a zero of $t$?

**Find when a zero of $D$ cancels a zero of $P$.**

Suppose $D(z)=0$. Then a normalized vector $\psi$ exists with $(H+\Sigma)\psi=z\psi$. Multiply by $\psi^\dagger$ and take the imaginary part. Since $\psi^\dagger H\psi$ is real,

$$\mathrm{Im}\,z=\mathrm{Im}\,\Sigma_L\,|\psi_l|^2+\mathrm{Im}\,\Sigma_R\,|\psi_r|^2\le 0 .$$

There are three cases.

*Upper half-plane.* There are no poles, so every zero of $P$ there is a zero of $t$.

*Real axis.* Equality requires $\psi_l=\psi_r=0$. Then $\Sigma\psi=0$ and $H\psi=z\psi$: a molecular state with nodes at both contacts, which the leads cannot see. It can cancel a real zero. Removing real zeros does not disturb the pairing of the others.

*Lower half-plane.* Let $\Delta=\det(E-H)$, let $\Delta_l,\Delta_r,\Delta_{lr}$ be the same determinant with the indicated sites removed, and let $g=(E-H)^{-1}$. A determinant is linear in each diagonal entry, so

$$D=\Delta-\Sigma_L\Delta_l-\Sigma_R\Delta_r+\Sigma_L\Sigma_R\Delta_{lr}.$$

The $2\times2$ contact block of $g$ is the inverse of the matrix in part (b) at $\Sigma=0$, so its determinant is $\Delta_{lr}/\Delta$. Its elements are $g_{ll}=\Delta_l/\Delta$, $g_{rr}=\Delta_r/\Delta$ and $g_{lr}=P/\Delta$. Therefore $\Delta_{lr}=\Delta g_{ll}g_{rr}-P^2/\Delta$, and

$$D=\Delta\,(1-\Sigma_Lg_{ll})(1-\Sigma_Rg_{rr})-\Sigma_L\Sigma_R\frac{P^2}{\Delta}.$$

At a zero $z$ of $P$ below the axis, $D$ vanishes if $\Sigma_L=1/g_{ll}(z)$. Such a lead is allowed. With real eigenvectors $\phi_k$ and energies $E_k$ of $H$,

$$\mathrm{Im}\,g_{ll}(z)=-\mathrm{Im}\,z\sum_k\frac{\phi_k(l)^2}{|z-E_k|^2}>0,$$

so $\mathrm{Im}(1/g_{ll})<0$, as a self-energy requires.

The complete statement is this: the zeros of $P$ are real or in conjugate pairs, and those of $t$ are too, except that a pole may cancel the lower member of a pair. For fixed $H$ this needs a specially tuned lead.

## (d) How do two real zeros leave the axis?

**Let $H$ depend smoothly on a real parameter $\lambda$. Follow a simple zero, then a double one.** Subscripts $E$ and $\lambda$ on $P$ denote partial derivatives.

At a simple real zero, $P=0$ and $P_E\neq0$. A small change of $\lambda$ moves it with velocity $dE_0/d\lambda=-P_\lambda/P_E$, and exactly one zero stays nearby. If that zero were complex, its conjugate would be a second one nearby, which is a contradiction. A simple real zero therefore stays real under small real symmetric changes of $H$. To leave the axis at a finite energy, it must first meet another. Zeros can also leave through infinity when the degree of $P$ drops, as can happen when $h$ passes through zero.

Let two meet at $(E_c,\lambda_c)$, where $P=P_E=0$ but $P_{EE}\neq0$ and $P_\lambda\neq0$. With $x=E-E_c$ and $\delta=\lambda-\lambda_c$,

$$0=P_\lambda\delta+\tfrac12P_{EE}x^2+P_{E\lambda}x\delta+\tfrac16P_{EEE}x^3+\dots$$

The first two terms balance when $x\sim|\delta|^{1/2}$. The next two are then of order $|\delta|^{3/2}$ and drop out at leading order:

$$x=\pm\sqrt{\kappa\,\delta}+O(\delta),\qquad \kappa=-\frac{2P_\lambda}{P_{EE}} .$$

For $\kappa\delta>0$ there are two real zeros. They approach with a velocity growing as $|\delta|^{-1/2}$, merge at $\delta=0$, and for $\kappa\delta<0$ separate at right angles to the axis as a conjugate pair.

The condition $P_\lambda\neq0$ matters. Take a chain $l$–$a$–$b$–$r$ with hopping $\beta$, and attach to $a$ and $b$ one side atom each, with energies $\varepsilon_a$ and $\varepsilon_b$ and the same hopping. Here $h=0$, $u$ is $\beta$ on site $a$, and $v$ is $\beta$ on site $b$. Eliminating the side atoms turns the diagonal entries of $a$ and $b$ into $\alpha_j=E-\beta^2/(E-\varepsilon_j)$. Then

$$\tau=\frac{\beta^3}{\alpha_a\alpha_b-\beta^2},\qquad \det(E-B)=(E-\varepsilon_a)(E-\varepsilon_b)(\alpha_a\alpha_b-\beta^2),$$

and $P=\beta^3(E-\varepsilon_a)(E-\varepsilon_b)$. When $\varepsilon_b$ is swept through $\varepsilon_a$, the zeros cross and stay real. At the crossing $P_{\varepsilon_b}=-\beta^3(E-\varepsilon_a)=0$, so the square-root law does not apply.

## (e) What does the merger do to $T(E)$ and to the phase?

**Assume no molecular state with nodes at both contacts near the energies considered.**

On the real axis $D$ is then nonzero and continuous, and

$$T=\Gamma_L\Gamma_R\,\frac{P^2}{|D|^2}.$$

Inserting the leading term of $P$ gives three regimes:

- simple zero at $E_0$: $T\simeq\Gamma_L\Gamma_R\,P_E^2\,(E-E_0)^2/|D|^2$;
- double zero: $T\simeq\Gamma_L\Gamma_R\,P_{EE}^2\,(E-E_c)^4/(4|D|^2)$;
- beyond the merger, at fixed energy $E_c$: $T\simeq\Gamma_L\Gamma_R\,P_\lambda^2\,\delta^2/|D|^2$.

The phase of $t$ is $\pi/2+\arg P-\arg D$. Since $P$ is real, $\arg P$ is $0$ or $\pi$. It jumps by $\pi$ where $P$ changes sign: at a simple zero or, more generally, at a zero of odd order. At a double zero $P$ touches zero without changing sign, and beyond the merger it does not reach zero there, so in both cases the jump is absent.

## (f) A six-site ring

**Sites 1 to 6 form a ring with hopping $\beta$. The leads contact sites 1 and 3. Site 2, between them, has energy $\varepsilon$; the others have energy 0. Find the zeros, the merger and the numbers for $\beta=-2.50$ eV, $\Sigma_L=\Sigma_R=-i\Gamma/2$, $\Gamma=0.50$ eV.**

There is no direct hop, so $h=0$. One path runs through site 2, the other through the chain 4–5–6. For the chain,

$$\det\begin{pmatrix}E&-\beta&0\\-\beta&E&-\beta\\0&-\beta&E\end{pmatrix}=E^3-2\beta^2E,$$

and the end-to-end element of its inverse is $\beta^2/(E^3-2\beta^2E)$. Each path has two contact hops, so

$$\tau=\frac{\beta^2}{E-\varepsilon}+\frac{\beta^4}{E^3-2\beta^2E}.$$

Multiplication by $\det(E-B)=(E-\varepsilon)(E^3-2\beta^2E)$ gives

$$P=\beta^2(E^3-2\beta^2E)+\beta^4(E-\varepsilon)=\beta^2\,(E^3-\beta^2E-\beta^2\varepsilon).$$

At $\varepsilon=0$ the zeros are $0$ and $\pm|\beta|$. A cubic keeps at least one real zero, so at most two can leave.

A double zero needs $3E^2=\beta^2$. For $\varepsilon<0$ it is the positive root, $E_c=|\beta|/\sqrt3$, that satisfies the cubic:

$$\varepsilon_c=\frac{E_c^3}{\beta^2}-E_c=-\frac{2|\beta|}{3\sqrt3}.$$

With $\lambda=\varepsilon$, $P_\varepsilon=-\beta^4$ and $P_{EE}=6\beta^2E_c$, so $\kappa=\beta^2/(3E_c)=E_c$. The numbers are $E_c=1.443$ eV and $\varepsilon_c=-0.962$ eV. The zeros move as follows:

| $\varepsilon$ (eV) | zeros (eV) |
|---|---|
| 0 | −2.500, 0, 2.500 |
| −0.50 | −2.720, 0.523, 2.197 |
| −0.90 | −2.866, 1.132, 1.734 |
| −1.00 | −2.899, 1.450 ± 0.233i |
| −1.25 | −2.979, 1.489 ± 0.636i |

One meV from the merger the law gives $\sqrt{1.443\times0.001}=0.0380$ eV. The computed half-splitting is 0.0380 eV on both sides, real on one and imaginary on the other. At $\varepsilon=-1.25$ eV, where $\delta=-0.288$ eV, the law gives 0.644 eV against the computed 0.636 eV.

The powers of part (e) also appear. Doubling the distance from the zero from 1 to 2 meV multiplies $T$, in the geometric mean over both sides of the zero, by 4.00 at a simple zero and by 16.0 at the double one. Doubling $\varepsilon_c-\varepsilon$ from 1 to 2 meV multiplies $T(E_c)$ by 4.00. Between 0.1 and 3.0 eV the phase has two jumps at $\varepsilon=-0.50$ eV, and none at $\varepsilon_c$ or at $-1.25$ eV.

At $\varepsilon=-1.25$ eV, $|P(E_c)|=\beta^4|\delta|=39.06\times0.288=11.2\ \mathrm{eV}^5$, and $T(E_c)=4.2\times10^{-4}$. The minimum of the dip in $T$ near the pair is lower, $2.1\times10^{-4}$, and lies at 1.06 eV, well away from the real part of the pair. The denominator causes this. At 1.056 eV the cubic gives $|P|=14.9\ \mathrm{eV}^5$, larger than at $E_c$. But $|D|=\Gamma|P|/\sqrt T$ rises from about 275 to about 510 $\mathrm{eV}^6$, and this outweighs the growth of $P$. This far from the merger, the position of a dip does not give the real part of the zero.

The cancellations of part (c) can be seen here too. The phase of $G_{lr}$ gained around a small circle, divided by $2\pi$, counts zeros minus poles inside. For the pair at $\varepsilon=-1.25$ eV it is 1 around each member. Changing the left lead to $\Sigma_L=1/g_{ll}(z)=(-2.06-2.15i)$ eV leaves 1 around the upper zero and gives 0 around the lower.

For contacts at sites 1 and 4 (para) with $\varepsilon=0$, the two paths are equal, with three hops each, and $P=2\beta^3(E^2-\beta^2)$. Its zeros at $\pm|\beta|$ meet states with nodes at both contacts. They are cancelled, and $T=1.000$ at $1\ \mu$eV from $|\beta|$.

## (g) Where does the result fail, and what of a real molecule?

**Break the assumptions one at a time, then compare with a nitrogen-containing ring.**

*Magnetic field.* A flux phase $\varphi$ multiplies one path relative to the other by $e^{i\varphi}$:

$$\frac{P}{\beta^2}=E^3-2\beta^2E+e^{i\varphi}\beta^2(E-\varepsilon).$$

The coefficients are complex, and to first order a simple zero $E_0$ moves by

$$\delta E=-\,\frac{i\varphi\,\beta^2(E_0-\varepsilon)}{3E_0^2-\beta^2}.$$

Unless $E_0=\varepsilon$, where the shift vanishes, the zero leaves the axis without a conjugate partner. Reversing the field reverses the direction. For a benzene-sized ring at 10 T, $\varphi=7.7\times10^{-4}$, and the zero at 0.523 eV ($\varepsilon=-0.50$ eV) moves off the axis by 0.91 meV. This is the orbital effect alone, for a field perpendicular to the ring. The Zeeman energy, left out here, shifts the zero along the axis by 0.58 meV, in opposite directions for the two spins.

*Dephasing.* Attach a voltage probe with broadening $\eta=0.01$ eV to site 5. Its self-energy $-i\eta/2$ adds $i\eta E^2/2$ to $P/\beta^2$, and the same zero moves off the axis by 0.25 meV. The probe also returns electrons without phase memory. Its potential is set by zero net current, which gives at low bias

$$T_{\rm eff}=T_{LR}+\frac{T_{Lp}T_{pR}}{T_{Lp}+T_{pR}} .$$

This is $5.0\times10^{-6}$ at the former zero. At $E_c$ with $\varepsilon=-1.25$ eV, the probe raises the transmission from $4.2\times10^{-4}$ to $5.8\times10^{-4}$.

*Temperature.* Thermal averaging over the lead electrons at 300 K, centred on $E_c$, gives $5.3\times10^{-8}$ at the merger. At $\varepsilon=-1.25$ eV it gives $4.3\times10^{-4}$, about 4% above the unaveraged value.

*A real ring.* The parameters are rough Hückel values for a benzene-like $\pi$ system, and $\varepsilon=0.5\beta=-1.25$ eV is a rough value for a pyridine-like nitrogen between meta contacts. In the bare model this lies beyond the merger. The critical energy $-0.96$ eV is, however, sensitive to what was left out, each change being made alone:

- second-neighbour hopping of $-0.1$ or $+0.1$ eV: $-0.90$ or $-1.02$ eV;
- overlap $S=0.25$ between neighbouring orbitals, with all elements of $H$ kept as they are: $-1.13$ eV; this depends on the convention, and taking the hopping to the nitrogen as $\beta+S\varepsilon/2$ (Mulliken's rule) gives about $-1.5$ eV;
- on-site repulsion of 4 eV in closed-shell mean field, for the isolated ring with six electrons: $-1.24$ eV;
- hopping to the nitrogen 10% stronger or weaker: $-1.48$ or $-0.52$ eV.

The stronger hopping, and overlap with Mulliken's rule, put the nitrogen case back among the real zeros. The mean-field case is almost at the merger, with imaginary parts of $\pm0.12$ eV instead of $\pm0.64$ eV, because charge flowing to the nitrogen raises its effective site energy from $-1.25$ to $-0.97$ eV. It is so close that the leads matter: if the charges are computed with the leads attached ($\Gamma=0.50$ eV, Fermi level at mid-gap), the two zeros are real, but only just: the critical energy then lies 1 to 3 meV below $-1.25$ eV, and with $\Gamma=0.10$ eV the pair is complex again. If $0.5\beta$ is read as already including this screening, the correction should not be applied twice. The model therefore does not settle on which side a real molecule falls.

Transport through $\sigma$ orbitals and correlation beyond mean field are not sized here. Moreover, $E_c$ lies 1.44 eV above the middle of the unsubstituted ring's gap, so a low-bias measurement with the Fermi level near mid-gap would not probe the merger. Most of these values are in the numerical output.

## Computed results

```
Hopping beta = -2.50 eV, lead broadening Gamma = 0.50 eV
Random matrices: 200, of which with complex pairs: 36
Critical site energy, formula = -0.962250 eV
Critical site energy, from Green function = -0.962250 eV
Energy of the double zero E_c = 1.4434 eV
Zeros at eps = 0.00 eV: -2.5000, -0.0000, 2.5000 eV
Zeros at eps = -0.50 eV: -2.7201, 0.5229, 2.1972 eV
Zeros at eps = -0.90 eV: -2.8658, 1.1322, 1.7336 eV
Zeros at eps = -1.00 eV: -2.8993, 1.4496-0.2330i, 1.4496+0.2330i eV
Zeros at eps = -1.25 eV: -2.9787, 1.4894-0.6361i, 1.4894+0.6361i eV
Square-root law: (E-E_c)^2/(eps-eps_c) = 1.4434 eV
Half-splitting at eps_c + 1 meV = 0.03799 eV (real)
Half-splitting at eps_c - 1 meV = 0.03799 eV (imag)
Law for both half-splittings = 0.03799 eV
T ratio on doubling distance, simple zero = 4.000
T ratio on doubling distance, double zero = 16.000
T(E_c) ratio on doubling eps_c - eps = 4.003
Phase jumps in 0.1-3.0 eV at eps = -0.5, eps_c, -1.25 eV: [2, 0, 0]
T at E_c for eps = -1.25 eV: 4.172e-04
Minimum T there = 2.128e-04 at E = 1.056 eV
Winding at upper, lower zero, ordinary leads: [1, 1]
Winding at upper, lower zero, special left lead: [1, 0]
Special left self-energy = -2.0597-2.1518i eV
Para ring: numerator zeros -2.5000, 2.5000 eV
Para ring: T within 1 ueV of E = |beta|: 1.0000
Neglected effects (rough sizes):
eps_c, second-neighbour hopping -0.1 eV = -0.900 eV
eps_c, second-neighbour hopping +0.1 eV = -1.019 eV
eps_c, neighbour overlap 0.25 = -1.130 eV
eps_c, hopping to modified atom +10 % = -1.480 eV
eps_c (bare), mean-field U = 4.0 eV: -1.238 eV
Zeros with that U at bare eps = -1.25 eV: -2.9206, 1.4145-0.1172i, 1.4145+0.1172i eV
Site energy of modified atom with that U = -0.972 eV
kT at 300 K = 0.02585 eV
Thermal T at E_c, eps = -1.25 eV, 300 K: 4.340e-04
Thermal T at E_c, eps = eps_c, 300 K: 5.264e-08
Flux phase at 10 T = 7.736e-04 rad
Simple zero at eps = -0.5 eV: E = 0.5229 eV
Its imaginary shift at 10 T = -9.109e-04 eV
Its imaginary shift, probe of 0.01 eV = 2.518e-04 eV
T at that zero with voltage probe = 4.998e-06
T at E_c, eps = -1.25 eV, with voltage probe = 5.807e-04
```
